# Why two-dimensional static polarizability is flat up to twice the Fermi wavevector: a program that tests the result

```python
# Static polarizability of a two-dimensional electron gas at zero temperature:
#   Pi(q) = N0                                for q <= 2 kF
#   Pi(q) = N0 [1 - sqrt(1 - (2 kF/q)^2)]     for q >  2 kF
# N0 = g m/(2 pi hbar^2): density of states; g: spin times valley degeneracy;
# kF: Fermi wavevector; q: wavevector of the static potential.
# Example: electron inversion layer on (100) silicon. Units: nm, eV.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import solve_banded, eigh_tridiagonal
from scipy.special import expit


def lindhard_ratio(x):
    """Derived Pi/N0 as a function of x = q/(2 kF)."""
    return 1.0 if x <= 1 else 1 - np.sqrt(1 - 1 / x**2)


def crescent_ratio(q, dim=2):
    """Pi/N0 from the definition, kF = 1: filled-to-empty transitions only.
    Momentum is measured from the midpoint of the initial and final states;
    the cross-section of the Fermi sphere is integrated analytically."""
    def section(u):
        s = max(0.0, 1 - u * u)
        return {1: float(s > 0), 2: 2 * np.sqrt(s), 3: np.pi * s}[dim]

    def integrand(x):
        return (section(x - q / 2) - section(x + q / 2)) / x

    corner = abs(1 - q / 2)
    total = quad(integrand, 0, corner, limit=300)[0]
    total += quad(integrand, corner, 1 + q / 2, limit=300)[0]
    return total / (q * {1: 1.0, 2: np.pi, 3: 2 * np.pi}[dim])


# Zero-temperature result against direct integration
worst = 0.0
for q in (0.1, 0.5, 1.0, 1.5, 1.9, 2.0, 2.02, 2.2, 3.0, 4.0, 8.0):
    worst = max(worst, abs(crescent_ratio(q) - lindhard_ratio(q / 2)))
assert worst < 1e-5

# Behaviour just above 2 kF and at large q, from the definition
delta = 1e-3
drop = 1 - crescent_ratio(2 * (1 + delta))
assert abs(drop / np.sqrt(2 * delta) - 1) < 5e-3
large_q = 40.0
assert abs(crescent_ratio(large_q) * large_q**2 / 2 - 1) < 2e-3

# Other dimensions: same normalization at small q, different trend
for dim in (1, 2, 3):
    assert abs(crescent_ratio(0.02, dim) - 1) < 1e-3
ratio_1d, ratio_3d = crescent_ratio(1.0, 1), crescent_ratio(1.0, 3)
assert ratio_1d > 1.05 and ratio_3d < 0.95

# Angular integral of 1/(q + 2 k cos(theta)) over a full circle, q = 1
k_in, k_out = 0.3, 0.8
circle_in = quad(lambda t: 1 / (1 + 2 * k_in * np.cos(t)), 0, 2 * np.pi)[0]
assert abs(circle_in - 2 * np.pi / np.sqrt(1 - 4 * k_in**2)) < 1e-7
pole = np.arccos(-1 / (2 * k_out))


def regular_part(t):
    """(t - pole)/(q + 2 k cos t), written without cancellation."""
    return -1 / (2 * k_out * np.sin((t + pole) / 2)
                 * np.sinc((t - pole) / (2 * np.pi)))


circle_out = 2 * quad(regular_part, 0, np.pi, weight='cauchy', wvar=pole)[0]
assert abs(circle_out) < 1e-6

# Example parameters (rough typical values)
density, depletion = 0.01, 0.001          # nm^-2
mass, mass_z, mass_z_light = 0.19, 0.916, 0.19
g = 4
kappa_si, kappa_ox = 11.7, 3.9
mean_depth = 3.0                          # nm
mobility = 1.0                            # m^2/Vs
temperature = 4.2                         # K
hbar2_m0 = const.hbar**2 / const.m_e / const.e * 1e18    # eV nm^2
e2_eps0 = const.e / const.epsilon_0 * 1e9                # eV nm
kB = const.k / const.e                                   # eV/K

kF = np.sqrt(4 * np.pi * density / g)
EF = hbar2_m0 * kF**2 / (2 * mass)
N0 = g * mass / (2 * np.pi * hbar2_m0)
kappa = (kappa_si + kappa_ox) / 2
qTF = e2_eps0 * N0 / (2 * kappa)


def chemical_potential(T):
    return EF + kB * T * np.log1p(-np.exp(-EF / (kB * T)))


def thermal_ratio(q, T):
    """Pi/N0 at temperature T from the derived single integral."""
    mu = chemical_potential(T)

    def integrand(phi):
        energy = hbar2_m0 * (q * np.sin(phi) / 2)**2 / (2 * mass)
        return np.sin(phi) * expit((mu - energy) / (kB * T))
    return quad(integrand, 0, np.pi / 2, limit=200)[0]


# Finite temperature and absolute prefactor: explicit sum over k-space
step = 0.004
axis = (np.arange(-300, 300) + 0.5) * step
kx, ky = np.meshgrid(axis, axis, indexing='ij')
weight = g * step**2 / (2 * np.pi)**2
for T in (4.2, 77.0):
    mu = chemical_potential(T)

    def occupation(shift):
        energy = hbar2_m0 * ((kx + shift)**2 + ky**2) / (2 * mass)
        return expit((mu - energy) / (kB * T))
    assert abs(weight * occupation(0).sum() / density - 1) < 1e-5
    for q in (kF, 2 * kF, 3 * kF):
        energy_change = hbar2_m0 * kx * q / mass
        direct = weight * ((occupation(-q / 2) - occupation(q / 2))
                           / energy_change).sum()
        assert abs(direct / (N0 * thermal_ratio(q, T)) - 1) < 1e-5

# Interaction at the interface: thickness factor and Poisson test
b = 3 / mean_depth                        # profile b^3 z^2 exp(-b z)/2


def thickness_factor(q):
    x, r = q / b, kappa_ox / kappa_si
    return ((1 + r) / 2 * (8 + 9 * x + 3 * x**2) / (8 * (1 + x)**3)
            + (1 - r) / 2 / (1 + x)**6)


def poisson_interaction(q, sheet):
    """Interaction of a unit charge wave with itself, in units e^2/eps0."""
    h, half = 0.02, 3000
    z = h * np.arange(-half, half + 1)
    right = np.where(z + h / 2 > 0, kappa_si, kappa_ox)
    left = np.where(z - h / 2 > 0, kappa_si, kappa_ox)
    if sheet:
        rho = np.zeros(len(z))
        rho[half] = 1 / h
    else:
        zp = np.maximum(z, 0)
        rho = b**3 / 2 * zp**2 * np.exp(-b * zp)
    bands = np.zeros((3, len(z)))
    bands[0, 1:] = -right[:-1] / h**2
    bands[1] = (right + left) / h**2 + (right + left) / 2 * q**2
    bands[2, :-1] = -left[1:] / h**2
    return h * np.sum(rho * solve_banded((1, 1), bands, rho))


for q in (kF, 2 * kF, 4 * kF):
    bare = 1 / (2 * kappa * q)
    assert abs(poisson_interaction(q, True) / bare - 1) < 1e-3
    assert abs(poisson_interaction(q, False)
               / (bare * thickness_factor(q)) - 1) < 1e-3


def dielectric(x):
    """Zero-thickness dielectric function at q = 2 kF x."""
    return 1 + qTF / (2 * kF * x) * lindhard_ratio(x)


# Sizes of neglected effects at q = 2 kF
q2 = 2 * kF
coupling = qTF / q2
eps_thick = 1 + coupling * thickness_factor(q2)
hubbard = q2 / np.sqrt(q2**2 + kF**2) / g
eps_hubbard = 1 + (1 - hubbard) * coupling
r_s = mass / (kappa * const.value('Bohr radius') * 1e9
              * np.sqrt(np.pi * density))
tau = mobility * mass * const.m_e / const.e
gamma = const.hbar / (2 * tau) / const.e
loss = quad(lambda d: gamma / np.pi / (d**2 + gamma**2) * np.sqrt(d / EF),
            0, EF, points=[gamma], limit=200)[0]
loss += 0.5 - np.arctan(EF / gamma) / np.pi

# Subband levels in the potential of the fixed charge profile
h = 0.05
z = h * np.arange(1, 1601)
beyond = np.exp(-b * z) * (1 + b * z + (b * z)**2 / 2)
field_charge = depletion + density * beyond
start = depletion + density
potential = e2_eps0 / kappa_si * h * (np.cumsum(field_charge)
                                     + start / 2 - field_charge / 2)


def levels(m_z):
    t = hbar2_m0 / (2 * m_z * h**2)
    return eigh_tridiagonal(2 * t + potential, -t * np.ones(len(z) - 1),
                            select='i', select_range=(0, 1))


heavy, states = levels(mass_z)
light, _ = levels(mass_z_light)
gap_heavy, gap_light = heavy[1] - heavy[0], light[0] - heavy[0]
depth_check = np.sum(z * states[:, 0]**2)
assert min(gap_heavy, gap_light) > EF
oxide_field = e2_eps0 * (density + depletion) / kappa_ox * 10   # MV/cm

print(f"Largest error of Pi/N0 against direct integral: {worst:.1e}")
print(f"Circle integral, q=1, k={k_in}: {circle_in:.4f}")
print(f"Circle integral, q=1, k={k_out}: {abs(circle_out):.1e} (magnitude)")
print(f"Drop of Pi/N0 at q/2kF = {1 + delta}: {drop:.4f}")
print(f"Pi/N0 at q=kF in 1D: {ratio_1d:.4f}")
print(f"Pi/N0 at q=kF in 2D: {crescent_ratio(1.0):.4f}")
print(f"Pi/N0 at q=kF in 3D: {ratio_3d:.4f}")
print(f"Electron density: {density * 1e14:.2e} cm^-2")
print(f"Depletion charge density: {depletion * 1e14:.2e} cm^-2")
print(f"In-plane mass: {mass} m0; degeneracy g: {g}")
print(f"Normal mass: {mass_z} m0; other valleys: {mass_z_light} m0")
print(f"Dielectric constants Si, SiO2, mean: "
      f"{kappa_si}, {kappa_ox}, {kappa:.2f}")
print(f"Fermi wavevector kF: {kF:.4f} nm^-1; 2kF: {q2:.4f} nm^-1")
print(f"Density of states N0: {N0 * 1e14:.3e} eV^-1 cm^-2")
print(f"Fermi energy: {EF * 1e3:.3f} meV")
print(f"Fermi temperature: {EF / kB:.1f} K")
print(f"Thomas-Fermi wavevector qTF: {qTF:.4f} nm^-1")
for x in (0.25, 0.5, 1.0, 1.1, 1.5, 2.0):
    print(f"q/2kF={x:.2f}: Pi/N0={lindhard_ratio(x):.4f}, "
          f"eps={dielectric(x):.3f}, "
          f"Thomas-Fermi eps={1 + qTF / (q2 * x):.3f}")
for T in (temperature, 77.0, 300.0):
    print(f"T={T} K: kT={kB * T * 1e3:.3f} meV, "
          f"Pi/N0 at kF={thermal_ratio(kF, T):.4f}, "
          f"at 2kF={thermal_ratio(q2, T):.4f}")
print(f"Mean depth of assumed profile: {mean_depth:.2f} nm")
print(f"Mean depth of computed ground state: {depth_check:.2f} nm")
print(f"Thickness factor at 2kF: {thickness_factor(q2):.4f}")
print(f"eps at 2kF with thickness: {eps_thick:.3f}")
print(f"Mobility: {mobility * 1e4:.0f} cm^2/Vs")
print(f"Level broadening hbar/(2 tau): {gamma * 1e3:.3f} meV")
print(f"Estimated loss of Pi/N0 at 2kF by broadening: {loss:.3f}")
print(f"Interaction parameter r_s: {r_s:.2f}")
print(f"Hubbard local-field factor at 2kF: {hubbard:.4f}")
print(f"Screening factor for electrons at 2kF, Hubbard, "
      f"zero thickness: {eps_hubbard:.3f}")
print(f"Second subband above first: {gap_heavy * 1e3:.1f} meV")
print(f"Lowest level of other valleys above first: "
      f"{gap_light * 1e3:.1f} meV")
print(f"Oxide field: {oxide_field:.3f} MV/cm")
print("OK")
```

It prints:

```
Largest error of Pi/N0 against direct integral: 1.1e-12
Circle integral, q=1, k=0.3: 7.8540
Circle integral, q=1, k=0.8: 8.9e-16 (magnitude)
Drop of Pi/N0 at q/2kF = 1.001: 0.0447
Pi/N0 at q=kF in 1D: 1.0986
Pi/N0 at q=kF in 2D: 1.0000
Pi/N0 at q=kF in 3D: 0.9120
Electron density: 1.00e+12 cm^-2
Depletion charge density: 1.00e+11 cm^-2
In-plane mass: 0.19 m0; degeneracy g: 4
Normal mass: 0.916 m0; other valleys: 0.19 m0
Dielectric constants Si, SiO2, mean: 11.7, 3.9, 7.80
Fermi wavevector kF: 0.1772 nm^-1; 2kF: 0.3545 nm^-1
Density of states N0: 1.587e+14 eV^-1 cm^-2
Fermi energy: 6.300 meV
Fermi temperature: 73.1 K
Thomas-Fermi wavevector qTF: 1.8413 nm^-1
q/2kF=0.25: Pi/N0=1.0000, eps=21.777, Thomas-Fermi eps=21.777
q/2kF=0.50: Pi/N0=1.0000, eps=11.388, Thomas-Fermi eps=11.388
q/2kF=1.00: Pi/N0=1.0000, eps=6.194, Thomas-Fermi eps=6.194
q/2kF=1.10: Pi/N0=0.5834, eps=3.755, Thomas-Fermi eps=5.722
q/2kF=1.50: Pi/N0=0.2546, eps=1.882, Thomas-Fermi eps=4.463
q/2kF=2.00: Pi/N0=0.1340, eps=1.348, Thomas-Fermi eps=3.597
T=4.2 K: kT=0.362 meV, Pi/N0 at kF=1.0000, at 2kF=0.8715
T=77.0 K: kT=6.635 meV, Pi/N0 at kF=0.5748, at 2kF=0.4574
T=300.0 K: kT=25.852 meV, Pi/N0 at kF=0.2095, at 2kF=0.1902
Mean depth of assumed profile: 3.00 nm
Mean depth of computed ground state: 2.74 nm
Thickness factor at 2kF: 0.4419
eps at 2kF with thickness: 3.295
Mobility: 10000 cm^2/Vs
Level broadening hbar/(2 tau): 0.305 meV
Estimated loss of Pi/N0 at 2kF by broadening: 0.140
Interaction parameter r_s: 2.60
Hubbard local-field factor at 2kF: 0.2236
Screening factor for electrons at 2kF, Hubbard, zero thickness: 5.033
Second subband above first: 15.5 meV
Lowest level of other valleys above first: 15.5 meV
Oxide field: 0.510 MV/cm
OK
```
